# Third-harmonic aliasing in a four-phase time-of-flight pixel

A model time-of-flight camera, modulated at 100 MHz, looks at a target 0.5000 m away. There is no noise, and the constant delay of the electronics has been subtracted. The camera reports 0.5122 m. If the target moves by 0.3747 m within the unambiguous range of 1.4990 m, the same 12.2 mm error returns. Over the full range the error completes four cycles, crossing its mean eight times. Why four, when the largest distortion of the waveform is a third harmonic?

## 1. The simple case: a sinusoidal correlation

The light is modulated at frequency $f$, with $\omega=2\pi f$ and period $T=1/f$. It travels to the target and back, a path $2d$, so it arrives delayed by $t_d=2d/c$, where $c$ is the speed of light. The corresponding phase is

$$\phi=\omega t_d=\frac{4\pi f d}{c}. \tag{1}$$

This phase grows by $2\pi$ when $d$ grows by $c/(2f)$, the unambiguous range.

The pixel collects photoelectrons while a periodic gate is open. Delaying the gate by a phase $\theta$ and measuring the collected charge gives the correlation waveform $C(\theta)$. Four samples are taken, at $\theta_k=k\pi/2$ with $k=0,1,2,3$. The scene is static, the pixel is linear, and all samples have the same gain.

Suppose first that $C(\theta)=B+A\cos(\theta-\phi)$. Then

$$C_0-C_2=2A\cos\phi,\qquad C_1-C_3=2A\sin\phi .$$

The complex number

$$Z=(C_0-C_2)+i(C_1-C_3)=\sum_{k=0}^{3}C_k e^{i\theta_k} \tag{2}$$

equals $2Ae^{i\phi}$, and the estimate $\phi_{\rm est}=\arg Z$ is correct. The background $B$, including constant ambient light, has cancelled. At $A=0$ the phase is undefined, as it must be when no modulated light returns.

## 2. Adding a third harmonic

Now let

$$C(\theta)=B+A_1\cos(\theta-\phi+\alpha_1)+A_3\cos[3(\theta-\phi)+\alpha_3].$$

The constants $\alpha_1,\alpha_3$ describe the waveform and do not depend on distance. Write $u=\phi-\alpha_1$ and $v=3\phi-\alpha_3$, so that the oscillating terms are $A_1\cos(\theta-u)+A_3\cos(3\theta-v)$. The samples are

$$\begin{aligned}
C_0&=B+A_1\cos u+A_3\cos v,\\
C_1&=B+A_1\sin u-A_3\sin v,\\
C_2&=B-A_1\cos u-A_3\cos v,\\
C_3&=B-A_1\sin u+A_3\sin v.
\end{aligned}$$

The sign that matters is in $C_1$. There $3\theta=3\pi/2$, and $\cos(3\pi/2-v)=-\sin v$, whereas the fundamental gives $\cos(\pi/2-u)=+\sin u$. Subtraction yields

$$Z=2A_1(\cos u+i\sin u)+2A_3(\cos v-i\sin v)=2A_1e^{iu}+2A_3e^{-iv}.$$

The third harmonic therefore enters as a phasor that turns backwards, three times per range, while the wanted phasor turns forwards once. Their relative angle turns $3+1=4$ times. To see this in the error, set $r_3=A_3/A_1$ and factor out $e^{iu}$:

$$Z=2A_1e^{i(\phi-\alpha_1)}\left(1+r_3e^{-i\psi}\right),\qquad \psi=u+v=4\phi-\alpha_1-\alpha_3. \tag{3}$$

The first factor gives the true phase plus a constant offset $-\alpha_1$, which is subtracted. The remaining error is the argument of the bracket. For $r_3<1$ its real part is positive, so the argument has no jumps:

$$\boxed{\delta\phi=-\operatorname{atan2}(r_3\sin\psi,\;1+r_3\cos\psi)},\qquad \delta d=\frac{c}{4\pi f}\,\delta\phi. \tag{4}$$

As $d$ covers one unambiguous range, $\phi$ advances by $2\pi$ and $\psi$ by $8\pi$. The error has four periods, each of length $c/(8f)$.

The shape follows from $\ln(1+w)=\sum_{n\ge1}(-1)^{n+1}w^n/n$ with $w=r_3e^{-i\psi}$. Since ${\rm Im}\,w^n=-r_3^n\sin n\psi$,

$$\delta\phi=\sum_{n\ge1}(-1)^n\frac{r_3^n}{n}\sin n\psi=-r_3\sin\psi+\tfrac12r_3^2\sin2\psi-\cdots \tag{5}$$

The first term is nonzero for $r_3\neq0$, so the period in $\psi$ cannot be shorter than $2\pi$.

For the peak, note that $1+r_3e^{-i\psi}$ moves on a circle of radius $r_3$ centred at 1. A line through the origin at angle $\chi$ passes the centre at distance $|\sin\chi|$. It meets the circle when $|\sin\chi|\le r_3$, so the largest error is the tangent angle

$$|\delta\phi|_{\max}=\arcsin r_3. \tag{6}$$

Equation (4) was tested by sampling waveforms with $r_3=0.05$, 0.3 and 0.9 and random $\alpha_1,\alpha_3$, at 4096 target phases. The two sides agreed within $10^{-11}$ rad.

### The limit of a strong third harmonic

A known periodic error can be removed with a lookup table if each estimate belongs to one true phase, that is, if $\phi_{\rm est}$ keeps increasing with $\phi$. Differentiate $Z\propto e^{iu}+r_3e^{-iv}$, using $du/d\phi=1$ and $dv/d\phi=3$:

$$\frac{1}{Z}\frac{dZ}{d\phi}=i\,\frac{1-3w}{1+w}.$$

The imaginary part of this logarithmic derivative is the slope of the argument. Multiplying numerator and denominator by $1+w^*$ gives

$$\frac{d\phi_{\rm est}}{d\phi}=\frac{{\rm Re}[(1-3w)(1+w^*)]}{|1+w|^2}=\frac{1-3r_3^2-2r_3\cos\psi}{1+r_3^2+2r_3\cos\psi}. \tag{7}$$

For $r_3<1$, increasing $\cos\psi$ lowers this fraction: its derivative with respect to $\cos\psi$ is $-2r_3$ times the sum of numerator and denominator, $2-2r_3^2>0$, over the denominator squared. The minimum is thus at $\psi=0$:

$$\left.\frac{d\phi_{\rm est}}{d\phi}\right|_{\min}=\frac{(1-3r_3)(1+r_3)}{(1+r_3)^2}=\frac{1-3r_3}{1+r_3}.$$

The estimate is strictly increasing for $r_3<1/3$. Sampled waveforms gave a minimum slope of $0.0303$ at $r_3=0.32$ and $-0.0370$ at $r_3=0.35$. In the second case some estimates correspond to more than one distance, and a table based on phase alone cannot separate them.

At $r_3=1$ the phasor $Z$ vanishes when $\psi=\pi$. For $r_3>1$ the backward phasor is the longer one, and the estimate turns $-3$ times per range. The four-cycle error on a usable distance scale then no longer describes the result.

## 3. Any periodic waveform

Where do the harmonics come from? Let $y(t)$ be the periodic photocurrent for zero distance and $g(t)$ the real gate function. With the gate delayed by $\tau=\theta/\omega$,

$$C(\theta)=\frac1T\int_0^T y(t-t_d)\,g(t-\tau)\,dt .$$

Expand $y(t)=\sum_m y_me^{im\omega t}$. Because $g$ is real, it may be written as $g(t)=\sum_n g_n^*e^{-in\omega t}$. Averaging the product over a period keeps the terms with $n=m$:

$$C(\theta)=\sum_m K_m e^{im(\theta-\phi)},\qquad K_m=y_mg_m^*,\qquad K_{-m}=K_m^*. \tag{8}$$

With $K_m=|K_m|e^{i\alpha_m}$, the terms $\pm m$ combine to $2|K_m|\cos[m(\theta-\phi)+\alpha_m]$. Thus $A_m=2|K_m|$, and the ratios are $r_m=|K_m|/|K_1|$. A harmonic must be present in both the photocurrent and the gate to appear in the correlation.

Insert (8) into (2):

$$Z=\sum_mK_me^{-im\phi}\sum_{k=0}^{3}q^k,\qquad q=e^{i(m+1)\pi/2}.$$

If $m+1$ is a multiple of 4, then $q=1$ and the inner sum is 4. Otherwise $q\ne1$ but $q^4=1$, and the sum is $(1-q^4)/(1-q)=0$. The survivors are $m=-1,3,-5,7,\ldots$, so

$$Z=4\left[K_1^*e^{i\phi}+K_3e^{-3i\phi}+K_5^*e^{5i\phi}+K_7e^{-7i\phi}+\cdots\right]. \tag{9}$$

This is aliasing in the ordinary sense. At the four sampling points, $e^{3i\theta_k}=e^{-i\theta_k}$, so the third harmonic cannot be told from the negative-frequency fundamental. Sampling changes how it looks as a function of $\theta$, but it leaves its distance dependence $e^{-3i\phi}$ intact.

Equation (9) also shows that the fifth harmonic gives four cycles: its phasor turns five times forwards, four more than the wanted one. The seventh and ninth give eight. Adding a 5 % harmonic to a sinusoid, one order at a time, confirmed this for orders 2 to 9: the even orders gave no error, 3 and 5 gave four cycles, and 7 and 9 gave eight. A four-cycle error is therefore not proof of a third harmonic.

### A symmetry behind the number four

Increase $\phi$ by $\pi/2$. Since $C$ depends on $\theta-\phi$, each sample takes the value its predecessor had: $C_k(\phi+\pi/2)=C_{k-1}(\phi)$, with indices counted modulo 4. Hence

$$Z(\phi+\pi/2)=\sum_kC_{k-1}(\phi)e^{ik\pi/2}=iZ(\phi). \tag{10}$$

The estimate advances by the correct $\pi/2$, so the error repeats every quarter range whatever the waveform. Equal steps, equal gains, the same constant background in all samples, one return and a stable waveform are together enough to guarantee this. A one- or two-cycle error points to a failure of one of these conditions. A nonlinearity shared by all four samples does not break (10) by itself: at constant signal strength it only distorts the waveform, and the error keeps its quarter-range period. It spoils the repetition when the signal strength changes with distance, because the effective waveform then changes too.

### Changing the number of samples

With eight equal steps, the same geometric sum keeps $m=-1,7,-9,\ldots$ The third and fifth harmonics drop out although they are still in the light and the gate. For a waveform with only the first and third harmonics, eight-step sampling left less than $10^{-12}$ rad of error, even at $r_3=0.9$. The error belongs to the combination of waveform and sampling, not to the waveform alone.

## 4. Third and fifth together

Divide (9) by $4K_1^*e^{i\phi}$ and keep orders 3 and 5:

$$1+ae^{-4i\phi}+be^{4i\phi},\qquad a=r_3e^{i(\alpha_1+\alpha_3)},\quad b=r_5e^{i(\alpha_1-\alpha_5)}.$$

For small $a$ and $b$, the argument is the imaginary part. Because ${\rm Im}(ae^{-4i\phi})=-{\rm Im}(a^*e^{4i\phi})$,

$$\delta\phi\simeq{\rm Im}\left[(b-a^*)e^{4i\phi}\right],$$

and the four-cycle amplitude is

$$|b-a^*|=\sqrt{r_3^2+r_5^2-2r_3r_5\cos(2\alpha_1+\alpha_3-\alpha_5)}. \tag{11}$$

The two harmonics may oppose or reinforce each other, depending on their phases.

**Limit: ideal square light and gate.** The overlap of two square pulses with 50 % duty is triangular, with $r_m=1/m^2$ for odd $m$ and all $\alpha_m=0$. Equation (11) gives $1/9-1/25=0.0711$ rad. The third harmonic alone would give $\arcsin(1/9)=0.1113$ rad.

This case can be solved without harmonics. Scale the triangle to run between $+1$ and $-1$. For $0\le\phi\le\pi/2$ and $x=2\phi/\pi$, its samples are $1-x,\;x,\;-(1-x),\;-x$. Therefore

$$\delta\phi=\arctan\frac{x}{1-x}-\frac{\pi x}{2}.$$

The derivative vanishes when $(1-x)^2+x^2=2/\pi$, or $x=\tfrac12\left(1\pm\sqrt{4/\pi-1}\right)$. The lower root, $x\simeq0.239$, gives $\delta\phi\simeq-0.0711$ rad, and the other root gives the opposite sign. The complete waveform thus supports the partial cancellation seen in (11). The match to three digits is accidental: this value is the peak error, whereas (11) estimates the four-cycle amplitude, which for the full triangle is 0.0720 rad.

## 5. A pixel with finite speed

For the example, the light drive and the gate are square waves with 50 % duty. The laser responds with a time constant $\tau_L=0.5$ ns and charge collection with $\tau_P=0.6$ ns, both as linear first-order stages. For a unit gate open from 0 to $T/2$,

$$g_m=\frac1T\int_0^{T/2}e^{-im\omega t}dt=\frac{1-e^{-im\pi}}{2\pi im}=\frac{1}{i\pi m}\quad(m\text{ odd}).$$

The drive has the same coefficients, and each first-order stage divides by $1+im\omega\tau$. Hence

$$K_m=\frac{1}{\pi^2m^2(1+im\omega\tau_L)(1+im\omega\tau_P)}\quad(m\text{ odd}). \tag{12}$$

At 100 MHz, $\omega\tau_L=0.314$ and $\omega\tau_P=0.377$, so

$$r_3=\frac19\sqrt{\frac{(1+0.314^2)(1+0.377^2)}{(1+0.942^2)(1+1.131^2)}}\simeq0.0600.$$

The finite speed nearly halves the ideal ratio of $1/9$. It also gives $\alpha_1=-0.6649$, $\alpha_3=-1.6026$ and $\alpha_5=-2.0869$ rad, with $r_5=0.01128$. These coefficients were tested against a time-domain calculation in which the exponential photocurrent was integrated over the gate; for the odd orders from 1 to 9 they agreed within $10^{-9}$.

The conversion factor is $c/(4\pi f)=238.57$ mm/rad. The third harmonic alone has a peak error of $0.06003\times238.57=14.32$ mm. In (11) the cosine has argument $-0.8455$ rad and value 0.663, so the amplitude is

$$\sqrt{0.003600+0.000127-0.000898}\simeq0.0532\ {\rm rad},$$

or 12.69 mm. The full waveform has a four-cycle amplitude of 12.67 mm, an eight-cycle amplitude of 0.68 mm and a peak error of 13.29 mm. Its small mean, 0.12 mm, comes from the second-order product $-ab$ in the logarithm: $-r_3r_5\sin(-0.8455)\simeq5.1\times10^{-4}$ rad.

### The target at half a metre

The phase is $\phi=2\pi\times0.5000/1.4990=2.0958$ rad. Each sample contains on average 10 000 signal and 10 000 ambient electrons. The four expected counts are 13 337.8, 22 280.5, 26 662.2 and 17 719.5, which give, to the nearest electron,

$$C_0-C_2=-13\,324,\qquad C_1-C_3=4561.$$

This point is in the second quadrant, so

$$\phi_{\rm est}=\pi-\arctan\frac{4561}{13\,324}=2.8118\ {\rm rad}.$$

Subtracting the offset of 0.6649 rad leaves 2.1469 rad, or 0.5122 m. The error is 0.0510 rad, or 12.2 mm, as in the opening observation.

Equation (4) explains most of it. Here $\psi=4(2.0958)+0.6649+1.6026=10.651$ rad, equivalent to 4.367 rad, with sine $-0.941$ and cosine $-0.338$. Thus

$$\delta\phi=\arctan\frac{0.0600\times0.941}{1-0.0600\times0.338}\simeq0.0576\ {\rm rad},$$

or 13.7 mm. Higher harmonics lower this by 1.6 mm. Elsewhere in the range their effect reaches 3.6 mm. With eight steps and the same waveform, the peak error falls from 13.29 to 0.745 mm.

## 6. Effects that break the model

**Shot noise.** Independent Poisson counts give the real part of $Z$ a variance $C_0+C_2=40\,000$ and the imaginary part the same variance $C_1+C_3$. The noise is therefore equal in all directions, and for small noise

$$\sigma_\phi=\frac{\sqrt{40\,000}}{|Z|}=\frac{200}{14\,083}=0.0142\ {\rm rad}.$$

This is 3.39 mm rms; 200 000 simulated measurements gave 3.38 mm. Ambient light cancels in the mean of $Z$ but not in its variance. Averaging independent frames reduces this noise and leaves the harmonic error in place.

**Unequal steps.** Let $C_1$ and $C_3$ be sampled late by a phase $\varepsilon$. For a sinusoid, $Z\propto\cos\phi+i\sin(\phi-\varepsilon)$. To first order the imaginary part changes by $-\varepsilon\cos\phi$, and its component perpendicular to $e^{i\phi}$ gives

$$\delta\phi\simeq-\varepsilon\cos^2\phi=-\frac{\varepsilon}{2}(1+\cos2\phi).$$

This has two cycles per range, as the broken symmetry (10) allows. For a sinusoid at 100 MHz, a delay of 20 ps gives an amplitude of 1.50 mm; harmonics in the correlation change this value.

**A second return.** Light with 2 % of the direct strength and a different path length shifts the estimate at 0.5 m by up to 4.95 mm. This error depends on the scene, so a fixed table in $\phi$ cannot remove it.

**Drift.** If both time constants rise by 10 %, while the subtracted offset is held at its old value, the mean distance shifts by 14.5 mm. The four-cycle amplitude falls only from 12.67 to 12.03 mm, but its phase also shifts by about 0.16 rad, because $\alpha_1$ and $\alpha_3$ both change. At a given distance the periodic error therefore changes by up to about 2.2 mm. In this model the drift moves the offset by more millimetres than that. In relative terms, however, the four-cycle term changes by about one sixth (amplitude and phase together) and the offset by about 9 %, so the drift affects both parts of the calibration.

### Beside a real camera

Near-infrared laser cameras of this type work at modulation frequencies from roughly ten to a few hundred megahertz, so 100 MHz lies in the usual regime. The two time constants are round assumptions, not data for a particular product. Real lasers and pixels need not respond as first-order stages, and their response changes with temperature; the 10 % drift used above is an assumed example, not a measured temperature effect. In this model the amplitude of the fundamental is 0.72 of the mean signal. Incomplete charge separation, which the model omits, would lower it. If it merely adds a constant to the gate and scales its swing, all odd $K_m$ shrink together: $r_3$ is unchanged, but the noise in distance rises.

The pulse width matters as well. A square light pulse of duty $D$ has harmonic magnitudes $|\sin(\pi mD)|/(\pi m)$. At $D=1/3$ its third harmonic vanishes, while the ratio of fifth to first remains $1/5$, as at $D=1/2$. With the same linear stages and the same gate, $r_5$ stays at 0.01128, and a four-cycle error of about $0.01128\times238.57=2.7$ mm remains with no third harmonic present. Most of the values used here are collected in the numerical output.

## Calculated quantities

```
Error cycles per range, by harmonic: {2: 0, 3: 4, 4: 0, 5: 4, 6: 0, 7: 8, 8: 0, 9: 8}
Minimum slope of estimate, r3=0.32: 0.0303
Minimum slope of estimate, r3=0.35: -0.0370
Ideal square waves, peak error: 0.0711 rad
Ideal square waves, third alone: 0.1113 rad
Modulation frequency: 100 MHz
Laser time constant: 0.5 ns
Collection time constant: 0.6 ns
Unambiguous range: 1.4990 m
Distance period of error: 0.3747 m
Distance per phase: 238.57 mm/rad
Harmonic 1: |K|=0.090449, ratio=1.00000, arg=-0.6649 rad
Harmonic 3: |K|=0.005427, ratio=0.06000, arg=-1.6026 rad
Harmonic 5: |K|=0.001020, ratio=0.01128, arg=-2.0869 rad
Harmonic 7: |K|=0.000303, ratio=0.00335, arg=-2.3526 rad
Constant offset: 0.6649 rad = 158.6 mm
Third alone, peak error: 0.06003 rad = 14.32 mm
Full waveform, peak error: 13.29 mm
Full waveform, mean error: 0.121 mm
Four-cycle amplitude, full: 12.67 mm
Four-cycle amplitude, first order 3+5: 12.69 mm
Eight-cycle amplitude, full: 0.68 mm
Zero crossings of centred error per range: 8
Largest gap, full minus third alone: 3.57 mm
Eight-step sampling, peak error: 0.745 mm
Target distance: 0.500 m
Target phase: 2.0958 rad
Mean signal per sample: 10000 electrons
Ambient per sample: 10000 electrons
Samples C0..C3: 13337.8 22280.5 26662.2 17719.5 electrons
C0-C2: -13324.3 electrons
C1-C3: 4560.9 electrons
Raw phase: 2.8118 rad
Phase after offset removal: 2.1469 rad
Distance after offset removal: 0.5122 m
Target error, full: 0.05104 rad = 12.18 mm
Target error, third alone: 0.05757 rad = 13.74 mm
Signal modulation contrast: 0.7236
Shot noise, formula: 3.39 mm rms
Shot noise, simulated: 3.38 mm rms
Quadrature skew: 20 ps
Skew, two-cycle amplitude: 1.50 mm
Second return, relative strength: 0.02
Second return, worst error: 4.95 mm
Time constants +10 %, mean shift: 14.52 mm
Time constants +10 %, four-cycle amplitude: 12.03 mm
```
